Translation-invariant embedding of defect force constants for low-frequency luminescence coupling

**What symmetry fixes**

An optical transition at a defect changes the forces on the nuclei by F. A mode of frequency ω feels the projection f of this force and has a coupling proportional to f²/ω³. In a three-dimensional crystal the density of acoustic modes grows as ω². Internal forces have no resultant, so a long wave couples through the variation of its displacement across the defect, which gives f ∝ k ∝ ω. The coupling density therefore starts as

S(ω) ∝ ω² · ω² / ω³ = ω.

If the model ties the defect to a fixed point in space, a resultant can survive. Then f tends to a constant and S(ω) ∝ 1/ω, whose integral diverges logarithmically at low frequency. Translational invariance thus decides whether enlarging the cell converges the calculation. Inversion symmetry can hide the fault: if V and the force pattern are both unchanged by inversion, the resultant, being a vector, vanishes.

**Conventions and the dressed force**

Let Φ₀ be the host force constants, Φ = Φ₀ + V those with the defect, and M the common atomic mass. The theory is harmonic, at zero temperature, with the same modes in both electronic states, short-range forces and matching atomic sites. For a mass-weighted coordinate q the transition adds −fq to ω²q²/2. The minimum moves to q = f/ω², and the relaxation energy in phonons is

S_k = ω_k q_k²/(2ħ) = f_k²/(2ħω_k³),  f_k = F·e_k/√M,

with e_k normalized. The density S(ω) is the sum of S_k δ(ω−ω_k).

Define G(z) = (Φ − Mz)⁻¹ and G₀ likewise for the host, with z just above the real value ω². Then

Σ_k f_k² δ(ω²−ω_k²) = (1/π) Im FᵀGF.

Since G⁻¹ = G₀⁻¹ + V and V is real, the two inverses have the same imaginary part. The identity Im G = −G Im(G⁻¹) G*, applied to G and to G₀, gives

Im G = (1+G₀V)⁻¹ Im G₀ (1+VG₀*)⁻¹.

The defect crystal therefore couples like the perfect host driven by F̃ = (1+VG₀*)⁻¹F. At low frequency, if the defect has no soft resonance, this tends to the static dressed force

F̃ = (1+VG₀)⁻¹F = F − Vu,  u = Φ⁻¹F.

Because Φ₀u = F − Vu, F̃ is the force that would produce the true relaxation u in the perfect host. Summing over atoms, its resultant is zero if F has none and the column sums of V vanish. The taper must preserve the second condition.

**The two long-wave laws**

A host wave with polarization e_s has displacement e_s exp(ik·r)/√(NM), where N is the number of atoms. With zero resultant, expanding the exponential leaves

|f|² = |k·P·e_s|²/(NM),  P_ab = Σ_i r_ia F̃_ib.

Let ρ be the mass density and c_s the sound speed. Replacing the mode sum by an integral gives

S(ω) = [1/(2ħρω³)] Σ_s ∫ d³k/(2π)³ |k·P·e_s|² δ(ω−c_s k).

The solid angle supplies 4π times an average, and the radial integral supplies ω⁴/c_s⁵. For an isotropic host

S(ω) = Aω,  A = [1/(4π²ħρ)] Σ_s ⟨|k̂·P·e_s|²⟩/c_s⁵.

P is symmetric when F and V exert no torque. The average of k̂_a k̂_b k̂_c k̂_d is (δ_ab δ_cd + δ_ac δ_bd + δ_ad δ_bc)/15, so

longitudinal part: Λ = [(tr P)² + 2 tr P²]/15,
transverse part: T = tr P²/3 − Λ,
A = (Λ/c_L⁵ + T/c_T⁵)/(4π²ħρ).

With a resultant F_net, |f|² = |F_net·e_s|²/(NM). The radial integral becomes ω²/c_s³ and each polarization averages to F_net²/3:

S(ω) → B/ω,  B = F_net²(c_L⁻³ + 2c_T⁻³)/(12π²ħρ).

**Why an elementwise taper fails**

Let W hold weights w_i that fall from one near the defect to zero. The elementwise taper is V′ = WVW. A bond of extra stiffness κ and direction n then stores

½κ[n·(w_i u_i − w_j u_j)]².

Under a uniform displacement c this equals ½κ(w_i−w_j)²(n·c)². It is nonzero wherever the weight varies along a bond that is not perpendicular to c. For a given bond, a smaller weight step reduces this false energy without removing it.

In a periodic cell the uniform translation becomes a pinned mode. Let c be a unit translation along a symmetry-allowed principal direction, and let G₀ now be static with uniform motion removed. When the cell moves by a, the remaining atoms relax so that u = ca − G₀V′u. The restoring force is Ka, with

K = cᵀV′(1+G₀V′)⁻¹c.

With a held at zero, the optical force leaves the resultant F_net = cᵀ(1+V′G₀)⁻¹F. The moving mass is NM, so

ω₀² = K/(NM),  f₀ = F_net/√(NM),
S₀ = f₀²/(2ħω₀³) = F_net²√(NM)/(2ħK^{3/2}).

This holds while ω₀ lies well below the first acoustic wave. At fixed K and F_net the false coupling grows as √N. If the defect softens its bonds, κ < 0 and the uniform displacement lowers the energy, so the cell has an imaginary frequency although the true defect may be stable.

**The repair**

First taper the off-diagonal 3×3 blocks, V′_ij = w_i w_j V_ij, and rebuild the on-site blocks from the sum rule:

V′_ii = −Σ_{j≠i} V′_ij.

For central bonds this is symmetric and restores translational invariance; if the bonds carry tension, rotations still need the projection below. For noncentral forces the weighted sum can be unsymmetric. Symmetrizing it restores a proper Hessian but leaves a translation residue. Now collect the rigid motions of the cluster as columns of R and set

Q = 1 − R(RᵀWR)⁻¹RᵀW,  V″ = QᵀV′Q.

Multiplication gives QR = R − R = 0, hence V″R = 0. V″ is symmetric. The correction in Qᵀ = 1 − WR(RᵀWR)⁻¹Rᵀ carries a factor W, so it stays inside the taper. If V′ is already invariant, it is unchanged. Physically, V″ acts on displacements measured from the weighted best-fit rigid motion.

Translations give three columns and rotations three more. The rotations need care when the defect relaxes the lattice. Let r_d and r_h be the relaxed and host positions, both free of stress. Then Φ annihilates θ×r_d while Φ₀ annihilates θ×r_h, so

V(θ×r_h) = −Φ[θ×(r_d−r_h)],

which need not vanish. Imposing rotations at host positions is then an approximation, whereas the translation condition does not depend on positions. In the example below both sets of positions coincide and all six columns apply.

**Pseudocode**

```
match defect and host sites; V = Phi_defect - Phi_host
choose a cluster and weights w
V1[i,j] = w[i] w[j] V[i,j]            for i != j
V1[i,i] = symmetrized(-sum_j V1[i,j]) for j != i
V2 = Q^T V1 Q
remove any resultant from F; check V2 R = 0
for each cell size:
    G0 = host inverse by FFT, k = 0 removed
    C  = inverse(1 + V2 G0) V2        on the cluster
    solve(b): x0 = G0 b
              return x0 - G0 C x0
    u = solve(F); run Lanczos on solve, started from u
    read frequencies and couplings
vary cell size and taper radius separately
```

The solve step follows from x = G₀(b − Vx). On the cluster this gives x = (1+G₀V)⁻¹x₀, and V(1+G₀V)⁻¹ = (1+VG₀)⁻¹V. A converged Lanczos eigenvalue is θ = 1/(Mω²). Its squared first component p gives S = M|u|²pω/(2ħ), summed over degenerate modes.

The total coupling needs no mode list. Substituting κ = ω tan α shows that ∫₀^∞ dκ/(ω²+κ²)² = π/(4ω³), hence

S_tot = (2M/πħ) ∫₀^∞ dκ |(Φ+Mκ²)⁻¹F|².

**Cost and stability**

For n cluster atoms the dense solve costs O(n³) operations. Each host solve costs O(N log N), and m fully orthogonalized Lanczos steps cost O(m²N) with storage O(mN). The matrix RᵀWR must be invertible; with rotations included, the weighted atoms must not all lie on a line. Projection keeps a positive semidefinite V′ positive semidefinite, but it does not guarantee that Φ₀+V″ is stable when V is indefinite. The lowest eigenvalues must still be inspected.

**Worked example**

The host is a simple cubic lattice with spacing a = 0.27 nm, atomic mass 28 u, and equal first- and second-neighbour springs of 100 eV/nm². Its long waves are isotropic, with speeds 5.01 and 8.68 km/s in the ratio 1:√3. Within three spacings of the defect, 123 atoms, each bond gains 0.8 host springs times exp(−d/0.216 nm)(1+0.5 cos β). Here d is the distance from the defect to the bond's midpoint and β its angle from [111]. Right angles centred within two spacings stiffen with the same profile and gain 0.2. The transition pushes the defect atom apart from its three positive-axis neighbours with 4 eV/nm, and from the (110), (101) and (011) neighbours with 2 eV/nm.

The main taper has unit weight to 0.405 nm and falls as a squared cosine to zero at 0.675 nm. The largest element of the translation residue is 44.1 eV/nm² for the elementwise taper and 0.83 eV/nm² after the sum-rule reset. Projection reduces it to rounding error.

The dressed dipole has diagonal elements 1.390 eV and off-diagonal elements 0.264 eV. Hence tr P = 4.17 eV and tr P² = 6.21 eV², so Λ = 1.99 eV² and T = 0.083 eV². Dividing by (100 × 0.27² eV)² = 53.1 eV² gives 0.0374 and 0.00157. In units where a, M and c_T are one,

A = (0.0374/15.59 + 0.00157)/(4π²) = 1.005 × 10⁻⁴.

With g the host spring constant, the frequency unit √(g/M) corresponds to 12.218 meV, and the coupling unit ga²/(ħ√(g/M)) is 596.6. Multiplying by the coupling unit and dividing by (12.218 meV)² gives 4.02 × 10⁻⁴ per meV². Transverse waves carry about 40% of this slope although T is only 4% of Λ, because their lower speed enters to the fifth power. The coupling below 2 meV is 4.02 × 10⁻⁴ × 2²/2 = 8.0 × 10⁻⁴.

In embedded cells the summed coupling of the two lowest transverse shells, divided by the dipole law, is 1.048 for edge L = 16 spacings and 1.010 for L = 32. Removing an L⁻² error gives 0.997, a test of the transverse part of the dressed-force argument on actual cell modes. The next group of shells, dominated by longitudinal waves, gives a ratio of 0.999 at L = 32.

**Reading the convergence**

With the invariant taper the total coupling is 2.2321, 2.2448 and 2.2478 for L = 8, 16 and 32. Each long wave contributes in proportion to 1/(Nk), and the region missing around k = 0 has radius of order 1/L, so the expected error scales as L⁻². Successive differences have ratio 4.13, close to the expected 4, and extrapolation gives 2.249.

The elementwise taper gives 2.2327, 2.2753 and 2.3676. At L = 7 the two tapers differ by less than 0.1%, so agreement in a small cell does not reveal the fault. That cell already has a false mode at 1.51 meV, for which direct diagonalization gives a coupling of 0.0191 and the formula 0.0194. At L = 32, K = 477 eV/nm² and F_net = 0.141 eV/nm put the mode at 0.147 meV with coupling 0.140. With this finite-cell value of F_net, the false and true continuum densities would cross near 0.86 meV, below the first acoustic wave of this cell at 2.40 meV. These values still drift with cell size: at L = 64, K is 471 eV/nm², F_net is 0.139 eV/nm and the crossing is near 0.85 meV. The visible symptom here is therefore the pinned mode, not the 1/ω law.

Temperature magnifies the fault. The couplings S_k themselves stay fixed, but in the exponent of the zero-phonon line's Debye–Waller factor each is multiplied by coth(ħω/2k_BT), where k_B is Boltzmann's constant. At 10 K, k_BT = 0.862 meV and the factor for the false mode is about 11.7, raising its contribution to 1.6. For a single discrete mode this exponent alone understates the weight at the zero-phonon energy, because processes that absorb and emit equal numbers of its quanta also land there. The exponential form applies when the coupling is spread over many modes.

Invariance does not make a short taper accurate. Relative to the untapered V, at fixed L = 32, the slope errors are:

- outer radius 0.540 nm: +12.6% with sum-rule reset and projection; +6.1% with elementwise taper and projection
- 0.675 nm: −3.3%; −11.4%
- 0.810 nm: −1.2%; −3.4%
- 0.945 nm: −0.2%; −0.3%

Both errors change sign, so one small error at a single radius is not evidence of convergence. The reset version is better at the three larger radii, but not at the smallest.

**Beside a real chip material**

The spacing, mass and sound speeds are in the rough regime of silicon, but the lattice is not silicon's. It lacks optical branches, which in silicon reach roughly 65 meV. Silicon is also elastically anisotropic, with a Zener ratio of roughly 1.6. Weakening the model's first-neighbour springs to reach a ratio of 1.5, at fixed dipole, raises A by 42%, but almost all of this comes from the lower average sound speeds. At fixed bulk modulus and Voigt-averaged shear modulus, the same ratio changes A by only about −1% for this nearly isotropic dipole. Silicon's own elastic constants (about 166, 64 and 80 GPa) with the same dipole give an A about 20% below the model's. Room-temperature operation breaks the zero-temperature assumption: the thermally weighted sum of couplings for L = 32 rises from 2.25 to 3.83 at 300 K. Halving the defect mass lowers the total by 21% in the L = 7 cell. It leaves A unchanged at leading order, because the inertial force scales as ω² while the dipole coupling scales as ω. A 20% weaker V raises A by 11%, which indicates the sensitivity to errors in V; force constants that differ between electronic states were not modelled. The largest displacement is 4.1% of the spacing; anharmonic corrections were not calculated.

Temperature also exposes a cell-size limit. Integrating Aω with the thermal factor adds (π²/3)A(k_BT)², or 0.0010 at 10 K with A per meV². The L = 32 cell shows an increase of only about 0.0002, since it has no acoustic waves below 2.4 meV. The analytic tail below 2.4 meV supplies about 0.0008, close to the missing part. At 300 K the same tail amounts to about 0.05, because each long wave then contributes in proportion to 1/(Nk²) and the cell-size error falls only as 1/L.

Two failures lie outside the example. Periodic images can contaminate V near the small cell's boundary, and a taper cannot separate that contamination from a genuine tail. Polar hosts have long-range forces that need separate treatment before V can be regarded as local. The remaining computed values are in the numerical output below.

Values computed for the example and the checks

```
host: spacing 0.27 nm, spring 100.0 eV/nm^2, mass 28.0 u
frequency unit = 12.218 meV; S unit = 596.64
sound speeds T, L = 5.012, 8.681 km/s
defect gains: bond 0.8, angle 0.2 (host springs)
defect decay 0.216 nm, polarity 0.5
optical pair forces = 4.0, 2.0 eV/nm
cluster atoms = 123; taper 0.405 to 0.675 nm
largest translation residue, eV/nm^2:
  elementwise 44.0799; sum-rule reset 0.8271
  projected, incl. rotations (reduced) 1.7e-15
7-cell total S, invariant: direct 2.22672, integral 2.22671
7-cell total S, elementwise: direct 2.22491, integral 2.22490
7-cell pinned energy: direct 1.5077, formula 1.5088 meV
7-cell pinned S: direct 0.01913, formula 0.01941
soft defect lowest w^2 (reduced): elementwise -9.291e-03, invariant -3.2e-14
L=8: total S invariant 2.23210, elementwise 2.23270
L=16: total S invariant 2.24477, elementwise 2.27527
L=32: total S invariant 2.24784, elementwise 2.36757
cell-size difference ratio = 4.127 (L^-2 gives 4)
extrapolated invariant S = 2.24887
L=32 pinning K = 477.407 eV/nm^2, net force = 0.14056 eV/nm
L=32 pinned energy = 0.14748 meV, S = 0.14031
false S growth L=16 to 32: computed 0.08924, formula 0.08897
dressed dipole xx, xy = 1.3900, 0.2636 eV
density slope A = 0.000402 per meV^2
S below 2 meV = 0.000804
false B = 2.993e-04; B/w equals A*w at 0.8632 meV
first host wave: L=7 10.603, L=32 2.395 meV
low-mode S / dipole law: L=16 1.0477, L=32 1.0100, limit 0.9974
slope with full V = 0.000416 per meV^2; V=0 0.000763
slope error: elementwise+projection, reset+projection
  outer radius 0.540 nm: +6.098 %, +12.588 %
  outer radius 0.675 nm: -11.393 %, -3.320 %
  outer radius 0.810 nm: -3.433 %, -1.159 %
  outer radius 0.945 nm: -0.323 %, -0.178 %
thermal S (L=32): 10 K 2.2480, 300 K 3.8324
half defect mass changes 7-cell S by -21.008 %
20 % weaker V changes slope by +11.051 %
Zener ratio 1.5, fixed dipole: slope factor 1.4191
largest displacement = 0.01115 nm, 4.129 % of spacing
```
